Tracing Stable and Unstable Wafer Shapes Through a Bending Transition

A silicon wafer of 300 mm diameter and 775 μm thickness carries a 9 μm film with a tensile stress of 520 MPa. Linear theory predicts a bowl whose edge stands 2911 μm above its centre all round. Let the stress be 0.2% higher along one axis and 0.2% lower along the other. This changes the linear heights by less than 1%, but the nonlinear plate model below then gives 2852 μm on the first axis and 576 μm on the second. It also has a second stable shape, with the axes nearly interchanged, which a calculation that raises the load from zero never meets. If that second shape is followed to lower load, it ceases to exist at a fold, and there a solver that steps the load has no neighbouring solution to find. A continuation method must therefore go round folds, and it must tell stable shapes from unstable ones.

**The plate and its units**

The wafer has radius R, thickness h and a free edge. Its height is w, positive upwards. The film on top pulls with force per length f(1+δ) along x and f(1−δ) along y, the cube axes [100] and [010]. Squared slopes are small, and transverse shear, gravity and the film's own stiffness are left out.

Let Q11, Q12 and Q66 be the plane-stress stiffnesses and B = Q11 + Q12. Measure lengths in R, w in h, stiffness in B and energy in Bh⁵/R². Small letters q are the scaled stiffnesses, so q11 + q12 = 1, and s is the inverse of the matrix q.

The film lies at height h/2, where bending adds the strain −(h/2)w_xx. Stretching a film under tension costs energy, so the film's energy is −(fh/2)[(1+δ)w_xx + (1−δ)w_yy] per area. In scaled form the prefactor is L/12, with

L = k₀R²/h,  k₀ = 6f/(Bh²).

Here k₀ is Stoney's curvature, the linear answer.

**A plate with two curvatures**

Try w = (ax² + by²)/2, whose Gaussian curvature is Γ = ab. A surface with Γ ≠ 0 cannot be made from a flat sheet without stretching. To find the cost, write the in-plane strains with displacements u and v:

ε_x = u_x + w_x²/2,  ε_y = v_y + w_y²/2,  γ = u_y + v_x + w_x w_y.

In the combination ε_x,yy + ε_y,xx − γ_,xy the displacements cancel, and so do the third derivatives of w. What is left is

ε_x,yy + ε_y,xx − γ_,xy = w_xy² − w_xx w_yy = −Γ.

In-plane equilibrium holds identically if the total forces come from an Airy function φ: N_x = φ_yy, N_y = φ_xx, N_xy = −φ_xy. A free edge requires φ = 0 and zero normal slope there. The uniform film force adds only a constant strain, which drops out of the equation above, and a constant energy. Hence

s11(φ_xxxx + φ_yyyy) + (2s12 + s66)φ_xxyy = −Γ.

The function φ = C(1−r²)² meets the edge conditions. Its fourth derivatives are 24C, 24C and 8C, so

8C(6s11 + 2s12 + s66) = −Γ, or C = −YΓ/64, with Y = 8/(6s11 + 2s12 + s66).

Integrating by parts, without edge terms, turns the stretching energy into −½∫φΓ. Since ∫(1−r²)² dA = π/3, division by the area π gives YΓ²/384. The total energy per area is

U = [q11(a²+b²) + 2q12ab]/24 + Ya²b²/384 − L[(1+δ)a + (1−δ)b]/12.

Let a = p + t and b = p − t, so that p is the mean curvature and t the departure from a cap. Let m = q11 − q12 and c = Y/16. Then a² + b² = 2(p²+t²), ab = p² − t², and

6U = p²/2 + mt²/2 + (c/4)(p²−t²)² − Lp − Lδt.

Equilibrium in p and in t requires

p + cp(p²−t²) = L,
mt − ct(p²−t²) = Lδ.

**The unbiased wafer, δ = 0**

The second equation has two solutions. One is the cap, t = 0, with p + cp³ = L. Its stiffness against t is m − cp², which vanishes at

k_c = √(m/c) = 4√(m/Y),  L_c = k_c(1+m).

The other solution is c(p²−t²) = m. The first equation then gives p = L/(1+m), so ab = k_c² stays fixed while a + b grows with L. One curvature rises and the other falls, so the shape approaches a cylinder. In this model the stretching energy depends only on ab and stays fixed, whereas that of a cap would keep growing with p.

These two shapes, t and −t, are stable within the model. The second derivatives of 6U there are 1 + m + 2cp² for p, 2ct² for t and −2cpt for the mixed one. Their determinant is

(1 + m + 2cp²)·2ct² − 4c²p²t² = 2ct²(1+m) > 0.

For silicon, with the rounded elastic constants c11 = 166, c12 = 64 and c44 = 80 GPa, q11 = 0.7823, q12 = 0.2177 and Y = 0.8163, so m = 0.5646 and c = 0.0510. This gives k_c = 3.327 and L_c = 3.327 × 1.5646 = 5.205.

**A small bias makes a fold**

Near the threshold put L = L_c + ℓ and p = k_c + σ. To leading order, with ck_c² = m, the first equilibrium equation becomes

(1+3m)σ = ℓ + ck_c t².

The bracket in the second equation is m − c(p²−t²) = ct² − 2ck_cσ. Inserting σ and using ck_c² = m once more,

m − c(p²−t²) = [c(1+m)t² − 2ck_cℓ]/(1+3m).

The second equation is therefore a cubic with a constant bias:

βt³ − αℓt = e,
β = c(1+m)/(1+3m),  α = 2ck_c/(1+3m),  e = L_cδ.

Solved for the load it reads ℓ = (βt² − e/t)/α. For t > 0 the load rises steadily with t; this is the branch that starts at the flat wafer. For t < 0 the load has a minimum where 2βt + e/t² = 0:

t_f³ = −e/(2β),  ℓ_f = (3β/α)(e/2β)^(2/3).

This is the fold. Its distance above the unbiased threshold grows as δ^(2/3), to leading order in δ. The stiffness 3βt² − αℓ equals 2βt² + e/t at equilibrium. It is positive for t < t_f and negative for t_f < t < 0, so the fold separates stable from unstable shapes.

With δ = 0.002 the numbers are β = 0.0296, α = 0.126 and e = 0.0104, hence t_f = −0.56 and ℓ_f = 0.22.

**One step round the fold by hand**

At the fold the stiffness is zero, and a Newton step at fixed load divides by it. The cure is to treat t and ℓ as joint unknowns and to fix the distance moved along the branch instead of the load. The tangent at the fold is (1, 0) in the (t, ℓ) plane. Move 0.10 along it, to t = −0.46. The condition that the correction be perpendicular to the tangent holds t at this value, and the cubic gives

ℓ = (0.0296 × 0.46² + 0.0104/0.46)/0.126 ≈ 0.23.

The load is rising again, now on the unstable side.

**What twisting does**

The two-curvature plate cannot turn its bending axis. Add τxy to w. Then Γ = ab − τ², and the twist energy q66(2τ)²/24 adds q66τ² to 6U. At τ = 0 the stiffness against τ is 2q66 − c(p²−t²). The equilibrium equation for t gives c(p²−t²) = m − Lδ/t, so

stiffness against twist = 2q66 − m + Lδ/t.

In an isotropic plate 2q66 = m, and only Lδ/t remains. On the second branch t < 0, so this is negative: the shape turns its axis towards the favoured one and is no second stable state. In silicon 2q66 − m = 0.8856 − 0.5646 = 0.321, which outweighs the bias unless |t| is very small. Within this model, cubic anisotropy keeps the second shape stable.

**The general plate**

At the free edge the bending moment must match the film's moment. A uniform curvature does so only if it is the linear answer, so the real curvature of the nonlinear plate varies from place to place. Write w = Σ w_j e_j and φ = Σ C_i φ_i. Each e_j is a function of r times cos nθ or sin nθ. The radius is cut into eight rings. On a ring of width d, with z running from 0 to 1, the radial functions are

1 − 3z² + 2z³,  d(z − 2z² + z³),  3z² − 2z³,  d(z³ − z²),

which carry height and slope at the two ring edges. Height and slope are continuous, as bending energy demands. Setting both to zero at the centre removes rigid motion. The φ_i are built from the same radial functions and harmonics, but their value and slope are zero at the edge, and at the centre only smoothness restricts them. For e = F(r)cos nθ the curvatures in the radial frame are

rr: F″cos nθ,
θθ: (F′/r − n²F/r²)cos nθ,
rθ: −n(F′/r − F/r²)sin nθ,

and a rotation by θ gives w_xx, w_yy and w_xy. Harmonics up to n = 8 are kept.

Let S be the bending stiffness matrix, A_ij = ∫N_i·s·N_j the compliance matrix of the Airy functions and g_i = ∫φ_iΓ. The weak form of the strain equation says that A times the coefficients of φ equals −g. The stretching energy is thus ½gᵀA⁻¹g, and

U = ½wᵀSw + ½gᵀA⁻¹g − L Fᵀw,

where F is now the film's load vector, bias included. With [w,v] = w_xx v_yy + w_yy v_xx − 2w_xy v_xy and D_ij = ∂g_i/∂w_j = ∫φ_i[w,e_j], two differentiations give

G = Sw + DᵀA⁻¹g − LF,
H_jk = S_jk + (DᵀA⁻¹D)_jk + Σ_i (A⁻¹g)_i ∫φ_i[e_j,e_k].

Equilibrium is G = 0.

**Pseudo-arclength continuation**

1. From a known state X = (w, L) with unit tangent T, predict X_p = X + ΔT. Lengths are measured with a matrix M that has the block (6/π)S for w and 1 for L. For a uniform cap of curvature p the first block gives the length p, so shape and load count on a similar scale.

2. Correct by Newton steps on G = 0 and TᵀM(X − X_p) = 0. The matrix has the rows (H, −F) and TᵀM.

3. Solve the same matrix with right-hand side (0, 1) and normalise. This is the new tangent, pointing onwards.

4. Halve Δ if Newton fails or the tangent turns too sharply.

The matrix is regular at a simple fold. There Hv = 0 for a single v, and v·F ≠ 0. Suppose the matrix sends (y, η) to zero. Then Hy = ηF; multiplication by v gives 0 = η v·F, so η = 0 and y is a multiple of v. The last row then requires TᵀM(y, 0) = 0. Since the tangent at the fold is along (v, 0), and T is close to it, y = 0.

5. For stability solve Hv = λSv and count negative λ. The traced shapes are even in x and in y, so H splits into four classes, even or odd in each direction. All four must be examined; the twist belongs to the class odd in both.

6. To reach the separate branch, take the first shape at high load, turn it by 90° (multiply harmonic n by (−1)^(n/2)), correct it at fixed load and trace downwards.

The unbiased threshold needs one precaution. The cap is solved with n = 0, 4, 8 alone, where H stays regular, and its stability is then judged with all even harmonics.

**The 300 mm wafer**

The film force is 520 MPa × 9 μm = 4680 N/m. With B = 180.65 GPa,

k₀ = 6 × 4680/(180.65×10⁹ × (775×10⁻⁶)²) = 0.2588 m⁻¹,
L = 0.2588 × 0.15²/(775×10⁻⁶) = 7.51.

One unit of L is 69.2 MPa of film stress. The digits below belong to the rounded constants. With 165.6, 63.9 and 79.5 GPa the threshold and fold stresses fall by about 1 MPa, the larger edge heights of the two stable shapes at 520 MPa rise by about 10 μm, and the barriers rise by about 7 μJ.

The unbiased threshold is L = 5.375, or 372 MPa; the two-curvature estimate of 360 MPa is 3% lower. A separate calculation with polynomials in x and y up to degree 10 gives the same 5.375. For an isotropic cap at L = 5, the ring elements and a direct solution of the axisymmetric differential equations agree on an edge height of 1.526 h.

For δ = 0.002 the fold lies at L = 5.647, or 391 MPa. Its shift of 0.27 compares with 0.22 by hand. Shifts of 0.0360 and 0.1458 for δ = 0.0001 and 0.0008 give an exponent of 0.673, close to 2/3.

At 520 MPa three traced shapes coexist. Edge heights on the x and y axes are:

first: 2852 and 576 μm, no unstable mode
second: 594 and 2810 μm, no unstable mode
third: 1462 and 1512 μm, one unstable mode

Solved without the bias, the two-curvature model gives 3203 and 519 μm for the first shape. It finds the threshold well, but this larger height is 12% above the 2852 μm of the general plate.

Pushed slightly either way along its unstable mode, the third shape descends in energy to the first or to the second. It lies 548 μJ above the first and 453 μJ above the second. The smaller barrier is 2.8×10¹⁵ eV, so thermal agitation does not move the wafer across; handling forces might.

If the stress falls while the wafer is in its second shape, that shape ends at 391 MPa with edges at 1064 and 1486 μm. The first shape at this stress has 1727 and 875 μm. Energy descent from the fold shape, with L lowered by 0.1, ends in the first shape, so the model predicts a jump of more than 600 μm at the edge. On the first branch nothing jumps: the heights are 1290 and 1090 μm at 350 MPa and 1825 and 834 μm at 400 MPa.

The twist eigenvalue λ of the second shape is 0.324 in silicon. In an isotropic plate with the same q11 and q12 it is −0.010, and with δ = 0 it vanishes to rounding error, since turning the axis then costs nothing. The hand formula comes close: with |t| taken from the silicon shape, about (2810 − 594)/775 = 2.9, Lδ/t = −0.0052, and division by the twist stiffness m = 0.565 gives −0.009.

Beyond the fold the unstable branch has one unstable mode at first and two later on. The hand formula suggests why: as |t| shrinks there, Lδ/t finally outweighs 0.321. The unbiased cap becomes unstable to twist at 553 MPa.

**Beside a real wafer**

The dimensions are those of a standard 300 mm wafer, and the film is a rough stand-in for a thick memory stack. A net force of 4680 N/m is high, since layers of opposite stress partly cancel, and a bow of nearly 3 mm is far more than ordinary wafer handling is meant for. Gravity is the largest effect neglected among those sized here. A flat wafer held at its centre sags by 146 to 147 μm at the edge on the x axis (the last digit depends on how well the support point is resolved) and somewhat more along the diagonals, and for a wafer held so with its edges up the threshold rises from 372 to about 398 MPa. This shift of 26 MPa exceeds the 19 MPa between threshold and fold, so the fold stress applies to a weightless wafer. If 520 MPa is the film's stress on an unstrained wafer, the film's thickness and stiffness together lower Stoney's curvature by 1.4%; if it is the stress left in the film on the bent wafer, the longer lever arm raises the curvature by 1.2% instead. The squared edge slope is 0.16%, and (h/R)², which sets the scale of transverse shear, is 3×10⁻⁵. With a rough expansion mismatch of 2×10⁻⁶ K⁻¹ and a film modulus of 100 GPa, a change of 100 K moves the film stress by 20 MPa, again as much as the gap to the fold. Films patterned into long parallel lines can have a much larger bias. On a standard (001) wafer, however, such lines usually run along a [110] direction and not along a cube axis. Reflection in that diagonal exchanges x and y but leaves the bias unchanged, so neither of the two shapes is favoured while both exist, and the 2/3 law above does not apply. A strong enough bias of this kind leaves only a single shape, curved mostly along one diagonal. The remaining values are in the numerical output.

Calculated quantities

```
wafer radius 150 mm, thickness 775 um, film 9 um
silicon c11, c12, c44: 166, 64, 80 GPa
plane-stress Q11, Q12, biaxial B: 141.33, 39.33, 180.65 GPa
scaled q11, q12, q66, Y: 0.7823, 0.2177, 0.4428, 0.8163
film stress 520 MPa, force 4680 N/m
force bias delta 0.0020; film stress per unit load 69.210 MPa
scaled load of example 7.5134
Stoney curvature 0.2588 1/m, Stoney edge height 2911 um
axisymmetric test, load 5: rings 1.52648, ODE 1.52649 (w/h)
uniform-curvature kc 3.3267, load 5.2051, 360.2 MPa
uniform-curvature twist load 7.8568
ring-element threshold load 5.3746, film stress 372.0 MPa
polynomial-basis threshold load 5.3746
ring-element twist threshold load 7.9841, 552.6 MPa
fold load 5.6473, film stress 390.8 MPa
fold shifts for delta 1e-4, 8e-4: 0.03596, 0.14580
fold-shift exponent 0.6732
points traced: first branch 90, second branch 79
unstable modes: first 0, second before fold 0
unstable modes after fold: from 1 to 2
edge heights above centre at the example load (x axis, y axis), unstable modes:
  first: 2851.8 um, 576.2 um, 0
  second: 593.9 um, 2809.6 um, 0
  unstable: 1461.7 um, 1511.5 um, 1
uniform-curvature edge heights 3202.7 um, 518.9 um
polynomial check of first shape, largest gap 0.001 % of x height
barrier from first shape 547.78 uJ = 3.42e+15 eV
barrier from second shape 453.41 uJ = 2.83e+15 eV
first branch, film stress and edge heights (x, y):
  100 MPa: 501.5 um, 496.7 um
  200 MPa: 845.7 um, 830.7 um
  300 MPa: 1112.4 um, 1057.5 um
  350 MPa: 1290.4 um, 1090.2 um
  400 MPa: 1824.6 um, 834.2 um
  450 MPa: 2289.4 um, 688.5 um
  600 MPa: 3447.7 um, 496.4 um
shape at fold 1063.5 um, 1486.0 um
first shape at fold load 1726.7 um, 874.8 um
lowest twist eigenvalue of second shape: silicon 0.3240
  isotropic with bias -0.01000, without bias -4.7e-13
gravity: edge sag of flat wafer held at centre -146.4 um
gravity: threshold film stress moves to 397.5 MPa
film stiffness changes Stoney curvature by -1.42 %
edge slope of first shape 0.0405, squared 0.164 %
transverse shear, (h/R)^2 = 2.7e-05
film stress drift over 100 K about 20 MPa
```
